\section*{Exponential decay of the stress ripple of a periodic misfit array, part 1}

(Sections cited here and not found follow in the second part.)

\section{From lattice steps to a Fourier series}

\textbf{Q:} The stress of one edge dislocation falls off as the inverse distance. An infinite row adds infinitely many such fields. I would expect the sum to fall more slowly than a single field, so how can any part of it decay exponentially?

\textbf{A:} The average of the stress along the row and the deviation from that average must be kept apart. At height $z$ above a row of spacing $p$, roughly $z/p$ dislocations lie within a distance of order $z$. Each contributes a stress proportional to $1/z$. Their product is of order $1/p$, independent of $z$, so a uniform stress can indeed survive. The deviation is different, because it depends on resolving the separate lines from afar. A Fourier analysis along the row separates the two parts.

\textbf{Q:} Then fix the geometry first, including the signs.

\textbf{A:} The interface is the plane $z=0$, and the lines run along $y$ at $x=np$, with $n$ any integer. The Burgers vector has magnitude $b$ and lies along $x$. The extra half-planes are in $z>0$. The medium is infinite, isotropic and linear elastic, with shear modulus $G$ and Poisson ratio $\nu$ on both sides. Nothing varies along $y$ and $u_y=0$, which is plane strain. Tensile stress is positive.

For any quantity $g$, let $[g]=g(x,0^+)-g(x,0^-)$ be its jump across the interface. The dislocations enter through the jump of the displacement $u_x$.

\textbf{Q:} Why should an extra half-plane in the upper crystal make that jump fall rather than rise?

\textbf{A:} Count planes around one line. Let the unstrained upper planes be at $\ldots,-b,0,b,\ldots$, with the extra one at $0$, and the unstrained lower planes at $\ldots,-b/2,b/2,\ldots$. Far to the right, the upper plane at $b$ must meet the lower plane at $b/2$. The upper displacement minus the lower one is therefore $b/2-b=-b/2$. On the left, the upper plane at $-b$ must meet the lower plane at $-b/2$, which requires $+b/2$. Going from left to right across the line, $[u_x]$ changes by $-b$.

Between lines the two crystals are in registry, so $[u_x]$ is constant there. I take each step to be sharp. For the whole row, $[u_x]$ is a descending staircase, and its slope is
\begin{equation}
[\varepsilon_{xx}]=\frac{\partial [u_x]}{\partial x}
=-b\sum_{n=-\infty}^{\infty}\delta(x-np).
\label{eq:comb}
\end{equation}

\textbf{Q:} A row of delta functions is hardly a convenient Fourier series.

\textbf{A:} Its coefficients are simple. Put $K=2\pi/p$ and write the row as $\sum_m c_m e^{imKx}$. One period contains one delta function, so
\begin{equation}
c_m=\frac1p\int_{-p/2}^{p/2}\delta(x)e^{-imKx}\,dx=\frac1p .
\end{equation}
Pairing $m$ with $-m$ gives
\begin{equation}
[\varepsilon_{xx}]=-\frac bp\left(1+2\sum_{m=1}^{\infty}\cos mKx\right).
\label{eq:strainjump}
\end{equation}
At the interface this holds in the sense of distributions: it is to be used coefficient by coefficient. Away from the interface the elastic solution will supply factors that make the sums converge.

\textbf{Q:} You have prescribed a strain. How does it become a stress?

\textbf{A:} Through Hooke's law. Plane strain requires $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$. With Young's modulus $E=2G(1+\nu)$,
\begin{align}
\varepsilon_{xx}
&=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{zz}}{2G(1+\nu)}\nonumber\\
&=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2G},
\qquad
\varepsilon_{xz}=\frac{\sigma_{xz}}{2G}.
\label{eq:hooke}
\end{align}
The strain $\varepsilon_{zz}$ follows by exchanging $x$ and $z$. Force balance on a thin slab around the interface requires $[\sigma_{zz}]=[\sigma_{xz}]=0$. Hence $[\sigma_{xx}]=2G[\varepsilon_{xx}]/(1-\nu)$. Defining
\begin{equation}
\sigma_0=\frac{Gb}{(1-\nu)p},
\label{eq:s0}
\end{equation}
we obtain
\begin{equation}
[\sigma_{xx}]=-2\sigma_0\left(1+2\sum_{m=1}^{\infty}\cos mKx\right).
\label{eq:stressjump}
\end{equation}

\textbf{Q:} The average jump is then $-2\sigma_0$. That does not say how much stress is on each side.

\textbf{A:} Correct, and a further argument is needed. Let angle brackets denote an average over one period in $x$. Averaging the compatibility relation
\begin{equation}
\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}
=2\partial_x\partial_z\varepsilon_{xz}
\label{eq:compat}
\end{equation}
removes the terms with an $x$ derivative, because the strains are periodic. It leaves $d^2\langle\varepsilon_{xx}\rangle/dz^2=0$. Averaging the equilibrium equations
\begin{equation}
\partial_x\sigma_{xx}+\partial_z\sigma_{xz}=0,\qquad
\partial_x\sigma_{xz}+\partial_z\sigma_{zz}=0
\label{eq:equil}
\end{equation}
shows that $\langle\sigma_{xz}\rangle$ and $\langle\sigma_{zz}\rangle$ do not depend on $z$.

Now use symmetry, with no external load. Reflection in $z=0$ puts the extra half-planes below, which is the array with the opposite Burgers vector. By linearity its stress is the negative of the original. Normal stresses keep their sign under the reflection, so $\sigma_{xx}$ and $\sigma_{zz}$ are odd in $z$. The mean $\langle\sigma_{zz}\rangle$ is both constant and odd, hence zero. Reflection in $x=0$ leaves the array unchanged but reverses $\sigma_{xz}$. This makes $\sigma_{xz}$ odd in $x$, so its mean is zero too.

Finally, $\langle\sigma_{xx}\rangle$ is at most linear in $z$ on each side. A linear part would be a bending stress growing without bound, and I exclude it. The two constants are opposite and differ by $-2\sigma_0$:
\begin{equation}
\langle\sigma_{xx}\rangle=-\sigma_0\operatorname{sgn}z .
\label{eq:mean}
\end{equation}
The upper crystal is compressed, as it should be when extra planes are forced into it.

\textbf{Q:} Suppose I added a uniform $\sigma_{xx}$ to both sides. The jump would not notice.

\textbf{A:} It would not, but that stress would be an external load, not the stress of the array. The symmetry argument has set it to zero. Adding it would in any case not alter the nonuniform part.

\textbf{Q:} Then turn to one cosine in the jump. What carries it into the crystal?

\textbf{A:} Take $k=mK$ with $m\ge1$, and introduce the Airy function $\phi$ by
\begin{equation}
\sigma_{xx}=\partial_z^2\phi,\qquad
\sigma_{zz}=\partial_x^2\phi,\qquad
\sigma_{xz}=-\partial_x\partial_z\phi .
\end{equation}
Both equations in \eqref{eq:equil} then hold, since the mixed derivatives cancel. Inserting \eqref{eq:hooke} into \eqref{eq:compat} and multiplying by $2G$ gives
\begin{align}
&(1-\nu)\partial_z^4\phi-\nu\partial_x^2\partial_z^2\phi
+(1-\nu)\partial_x^4\phi-\nu\partial_x^2\partial_z^2\phi
=-2\partial_x^2\partial_z^2\phi .
\end{align}
Moving the right side to the left gives the mixed derivative the coefficient $2-2\nu$. Division by $1-\nu$ then yields
\begin{equation}
\partial_x^4\phi+2\partial_x^2\partial_z^2\phi+\partial_z^4\phi=0 .
\end{equation}
The jump contains cosines, so put $\phi=f(z)\cos kx$. Two $x$ derivatives give $-k^2$, and therefore
\begin{equation}
f''''-2k^2f''+k^4f=
\left(\frac{d^2}{dz^2}-k^2\right)^2f=0 .
\label{eq:ode}
\end{equation}

\textbf{Q:} A square of an operator means a double root. Does the solution have more than exponentials?

\textbf{A:} Yes. Trying $f=e^{sz}$ gives $(s^2-k^2)^2=0$, so $s=k$ and $s=-k$ each occur twice. The missing solutions are $ze^{\pm kz}$. For instance,
\begin{equation}
\left(\frac{d^2}{dz^2}-k^2\right)ze^{-kz}
=(-2k+k^2z-k^2z)e^{-kz}=-2ke^{-kz},
\end{equation}
and a second application of the operator gives zero. Solutions that grow away from the interface would need distant sources, which are absent. What remains is
\begin{equation}
f=\begin{cases}(A_1+B_1z)e^{-kz},&z>0,\\
(A_2+B_2z)e^{kz},&z<0.\end{cases}
\label{eq:ansatz}
\end{equation}

\textbf{Q:} Four constants need four conditions. I have seen two tractions and one strain jump.

\textbf{A:} The fourth is continuity of $u_z$: the Burgers vector has no $z$ component, so the faces neither separate nor overlap. To express it through stresses, differentiate $2\varepsilon_{xz}=\partial_zu_x+\partial_xu_z$ with respect to $x$:
\begin{equation}
\partial_x^2u_z=2\partial_x\varepsilon_{xz}-\partial_z\varepsilon_{xx}.
\label{eq:curv}
\end{equation}
For our harmonic the stresses are
\begin{equation}
\sigma_{xx}=f''\cos kx,\quad
\sigma_{zz}=-k^2f\cos kx,\quad
\sigma_{xz}=kf'\sin kx .
\label{eq:harmonicstress}
\end{equation}
Continuous tractions mean $[f]=[f']=0$. The coefficient of $\cos kx$ in \eqref{eq:stressjump} gives $[f'']=-4\sigma_0$. Equation \eqref{eq:curv} gives
\begin{equation}
0=\frac{k^2[f']}{G}
-\frac{(1-\nu)[f''']+\nu k^2[f']}{2G},
\end{equation}
and because $[f']=0$, this reduces to $[f''']=0$.

\textbf{Q:} Solve them explicitly. I want to see whether the pure exponential survives.

\textbf{A:} Continuity of $f$ gives $A_1=A_2=A$. Differentiating \eqref{eq:ansatz} and letting $z$ approach zero from each side gives
\begin{align}
[f']&=(B_1-kA)-(B_2+kA)=B_1-B_2-2kA=0,\\
[f'']&=(k^2A-2kB_1)-(k^2A+2kB_2)
=-2k(B_1+B_2)=-4\sigma_0,\\
[f''']&=(-k^3A+3k^2B_1)-(k^3A+3k^2B_2)\nonumber\\
&=-2k^3A+3k^2(B_1-B_2)=0.
\end{align}
The first line gives $B_1-B_2=2kA$. Substitution in the third gives $-2k^3A+6k^3A=4k^3A=0$, so $A=0$ and $B_1=B_2$. The second line then fixes both at $\sigma_0/k$. The pure exponential in $f$ has vanished. This relies on equal elastic constants on both sides; with unequal shear moduli $A$ is in general nonzero, while the decay factor $e^{-k|z|}$ is unchanged. Here
\begin{align}
f&=\frac{\sigma_0}{k}ze^{-k|z|},\qquad
f'=\frac{\sigma_0}{k}(1-k|z|)e^{-k|z|},\nonumber\\
f''&=-\sigma_0\operatorname{sgn}z\,(2-k|z|)e^{-k|z|}.
\label{eq:f}
\end{align}
For $z>0$, the last expression comes from differentiating $(1-kz)e^{-kz}$, which gives $(-2k+k^2z)e^{-kz}$. For $z<0$ the corresponding result is $(2k+k^2z)e^{kz}$.

\textbf{Q:} Put the harmonics and the mean back together.

\textbf{A:} Insert \eqref{eq:f} into \eqref{eq:harmonicstress}, set $k=mK$, sum over $m$ and add \eqref{eq:mean}. For $z\ne0$,
\begin{align}
\sigma_{xx}&=-\sigma_0\operatorname{sgn}z
\left[1+\sum_{m=1}^{\infty}(2-mK|z|)e^{-mK|z|}\cos mKx\right],
\label{eq:xx}\\
\sigma_{zz}&=-\sigma_0Kz\sum_{m=1}^{\infty}
m e^{-mK|z|}\cos mKx,
\label{eq:zz}\\
\sigma_{xz}&=\sigma_0\sum_{m=1}^{\infty}
(1-mK|z|)e^{-mK|z|}\sin mKx.
\label{eq:xz}
\end{align}

\textbf{Q:} If this is right, one isolated dislocation must still be hidden in it.

\textbf{A:} Let $p\to\infty$ at fixed $x$ and $z>0$. Put $D=Gb/[2\pi(1-\nu)]$, so that $\sigma_0=DK$. The uniform term vanishes, the values $k=mK$ become dense, and $K\sum_m$ becomes $\int_0^\infty dk$. With $r^2=x^2+z^2$, the integrals needed are the real and imaginary parts of
\begin{align}
\int_0^\infty e^{-k(z-ix)}dk&=\frac1{z-ix}=\frac{z+ix}{r^2},\\
\int_0^\infty ke^{-k(z-ix)}dk&=\frac1{(z-ix)^2}
=\frac{z^2-x^2+2ixz}{r^4}.
\end{align}
They give
\begin{align}
\sigma_{xx}&=-D\left[\frac{2z}{r^2}-\frac{z(z^2-x^2)}{r^4}\right]
=-D\frac{z(3x^2+z^2)}{r^4},\\
\sigma_{zz}&=-Dz\,\frac{z^2-x^2}{r^4}
=D\frac{z(x^2-z^2)}{r^4},\\
\sigma_{xz}&=D\left[\frac{x}{r^2}-\frac{2xz^2}{r^4}\right]
=D\frac{x(x^2-z^2)}{r^4}.
\end{align}
These fields fall as $1/r$. An isolated line contains arbitrarily small wavenumbers, whose decay lengths are arbitrarily long. In the periodic row the smallest nonzero wavenumber is $K$, and the long-range tail is left with the uniform term alone.

The stress of the row is now known in full: a uniform $\sigma_{xx}$ of $-\sigma_0\operatorname{sgn}z$, plus harmonics that carry the exponential $e^{-mK|z|}$ together with factors linear in $z$. It remains to find what those linear factors do to the decay, how large the stresses are in an example, and where the idealised model reaches its limits.
